# The Structure Factor from the Pair Distribution and Its Compressibility Limit

In a simulated fluid of hard spheres filling 16 percent of the volume, long-wavelength density fluctuations have 0.29 of the strength they would have if the spheres were independent points. The equation of state of the same fluid, which says how hard it is to compress, also gives 0.29. Yet integrating the measured pair distribution out to half the box width gives 0.14. The agreement follows from two relations between structure, fluctuations and compressibility. The discrepancy comes from the fixed number of spheres in the closed simulation box, which shifts the pair distribution slightly at all large distances.

### Definitions and assumptions

Consider $N$ identical atoms at positions $\mathbf r_j$ in a volume $V$, with mean density $\rho=N/V$. The structure factor is

$$S(\mathbf q)=\frac1N\left\langle\left|\sum_{j=1}^N e^{-i\mathbf q\cdot\mathbf r_j}\right|^2\right\rangle .\tag{1}$$

Angle brackets denote an average over configurations. If each atom scatters a wave once, with the same amplitude, and $\mathbf q$ is the change of wavevector, the sum adds the waves with their phases. $S$ is then the intensity per atom, relative to that of one isolated atom.

The fluid is homogeneous, isotropic and in a single phase. Its pair distribution $g(r)$ is defined by the density of ordered pairs of different atoms:

$$\left\langle\sum_{j\ne k}\delta(\mathbf r-\mathbf r_j)\,\delta(\mathbf r'-\mathbf r_k)\right\rangle=\rho^2 g(|\mathbf r-\mathbf r'|).\tag{2}$$

Dividing by the density $\rho$ of atoms at $\mathbf r'$ shows that $\rho g(r)$ is the mean density of other atoms at distance $r$ from a given atom. In a large fluid distant atoms are uncorrelated and $g\to1$. Write $h(r)=g(r)-1$, and assume that $r^2|h(r)|$ has a finite integral from zero to infinity.

### Separating the forward term

The squared modulus in (1) is a double sum over $j$ and $k$. Its $N$ terms with $j=k$ each equal one, so after division by $N$

$$S(\mathbf q)=1+\frac1N\left\langle\sum_{j\ne k}e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}\right\rangle .\tag{3}$$

The 1 is the interference of each atom with itself. Definition (2) turns the remaining sum into an integral, and $g=1+h$ splits it:

$$S(\mathbf q)=1+\frac{\rho^2}{N}\int_V\!\!\int_V e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}\,[1+h(|\mathbf r-\mathbf r'|)]\,d\mathbf r\,d\mathbf r'.\tag{4}$$

With the constant 1 in the bracket, the double integral factorizes into an integral and its complex conjugate. Since $\rho V=N$, this part is

$$\frac{\rho^2V^2}{N}|F(\mathbf q)|^2=N|F(\mathbf q)|^2,\qquad F(\mathbf q)=\frac1V\int_V e^{-i\mathbf q\cdot\mathbf r}\,d\mathbf r .\tag{5}$$

This is the forward term. It is the scattering of a uniform body with the shape of the sample and contains no information about the arrangement of the atoms.

Its size can be found for a ball of radius $R$. The average of the plane wave over directions, derived in (9) below, is $\sin(qr)/(qr)$. With $x=qR$, integration by parts gives

$$F=\frac{4\pi}{Vq}\int_0^R r\sin(qr)\,dr=\frac{4\pi}{Vq^3}(\sin x-x\cos x)=\frac{3(\sin x-x\cos x)}{x^3}.\tag{6}$$

Because $|\sin x-x\cos x|\le\sqrt{1+x^2}$, we have $|F|^2\le 9(1+x^2)/x^6$. For $x\gg1$, with $N=4\pi\rho R^3/3$, the forward term is therefore bounded by approximately $12\pi\rho/(q^4R)$. Take a length $\sigma$ of atomic size, $\rho\sigma^3=0.3$, $R=10^6\sigma$ and $q\sigma=1$. The bound is then $12\pi\times0.3/10^6=1.1\times10^{-5}$, negligible beside $S$.

The bound grows as $q^{-4}$. At $q\sigma=0.1$ it is already 0.11, although $qR=10^5$. The bound is attained: $\sin x-x\cos x=\sqrt{1+x^2}\,\sin(x-\arctan x)$, so the forward term reaches it about once in every interval $\pi$ of $x$. For a sharp-edged ball, $qR\gg1$ alone therefore does not guarantee a negligible forward term; the sufficient condition is $12\pi\rho/(q^4R)\ll S$. At any fixed $q>0$ it is met as $R\to\infty$. From here on $S(q)$ denotes the structure factor without the forward term, in the limit of a large sample.

### The radial formula

What remains of (4) contains $h$, which depends on the separation $\mathbf s=\mathbf r-\mathbf r'$ alone. Hold $\mathbf r'$ fixed and integrate over $\mathbf s$. If $\mathbf r'$ lies farther from the surface than the range of $h$, the integral may be extended over all space and does not depend on $\mathbf r'$. Points near the surface are a fraction of the volume that vanishes as the sample grows. The integral over $\mathbf r'$ then gives $V$, and $\rho^2V/N=\rho$:

$$S(\mathbf q)=1+\rho\int h(s)\,e^{-i\mathbf q\cdot\mathbf s}\,d\mathbf s .\tag{7}$$

Use spherical coordinates with the polar axis along $\mathbf q$. Let $r=|\mathbf s|$ and let $u$ be the cosine of the polar angle, so that $\mathbf q\cdot\mathbf s=qru$ and $d\mathbf s=r^2\,dr\,du\,d\varphi$. The azimuth $\varphi$ gives $2\pi$:

$$S(q)=1+2\pi\rho\int_0^\infty r^2h(r)\left[\int_{-1}^{1}e^{-iqru}\,du\right]dr.\tag{8}$$

The inner integral is

$$\int_{-1}^{1}e^{-iqru}\,du=\frac{e^{-iqr}-e^{iqr}}{-iqr}=\frac{-2i\sin(qr)}{-iqr}=\frac{2\sin(qr)}{qr}.\tag{9}$$

Half of this is the average over directions used in (6). Inserting (9) into (8) gives

$$\boxed{S(q)=1+4\pi\rho\int_0^\infty r^2[g(r)-1]\frac{\sin(qr)}{qr}\,dr.}\tag{10}$$

No thermal equilibrium was needed. Equation (10) also holds for a glass, provided that $g$ and $S$ are averages over the same homogeneous, isotropic material.

### The limit of small wavevector

As $q\to0$, $\sin(qr)/(qr)\to1$, and its modulus never exceeds one. Since $r^2|h|$ is integrable, the limit may be taken under the integral:

$$S(0)\equiv\lim_{q\to0}S(q)=1+4\pi\rho\int_0^\infty r^2h(r)\,dr=1+\rho\int h\,d\mathbf r.\tag{11}$$

This is a limit taken after that of large volume. Setting $\mathbf q=0$ in (1) for a finite sample of fixed $N$ gives $N^2/N=N$. This is the forward term alone, at full strength since $F(0)=1$. The other two terms of (4) cancel: the self term is $1$, and the term in $h$ is $-1$ because each atom has exactly $N-1$ partners.

To find the meaning of (11), count the number $n$ of atoms inside a region of volume $\Omega$ within a much larger fluid. Atoms may cross its boundary. Its mean is $\langle n\rangle=\rho\Omega$. In $n^2$, each atom paired with itself contributes $n$, and pairs of different atoms are counted by (2):

$$\langle n^2\rangle=\langle n\rangle+\rho^2\int_\Omega\!\int_\Omega[1+h(|\mathbf r-\mathbf r'|)]\,d\mathbf r\,d\mathbf r'.\tag{12}$$

The constant part of the integral is $\rho^2\Omega^2=\langle n\rangle^2$. For a region much wider than the range of $h$, the other part is $\rho^2\Omega\int h\,d\mathbf r$, by the argument that led to (7). Hence

$$\langle n^2\rangle-\langle n\rangle^2=\langle n\rangle\left[1+\rho\int h\,d\mathbf r\right]=\langle n\rangle S(0).\tag{13}$$

The long-wavelength limit of $S$ is the variance of the particle number divided by its mean. For independent atoms it is one.

### From number fluctuations to compressibility

Now let the fluid be in equilibrium at temperature $T$. The region exchanges atoms with its surroundings at chemical potential $\mu$. The forces between atoms are assumed to be short-ranged. Interactions across the boundary of the region are then a surface effect that vanishes relative to the volume for a large region, and they are neglected. If $Z_n$ is the partition function for $n$ atoms in the region, the probability of finding $n$ is $e^{\mu n/kT}Z_n/\Xi$, where $\Xi=\sum_n e^{\mu n/kT}Z_n$. Differentiate

$$\langle n\rangle=\frac1\Xi\sum_n n\,e^{\mu n/kT}Z_n\tag{14}$$

with respect to $\mu$ at fixed $T$ and $\Omega$. The exponential brings down $n/kT$, while the derivative of $1/\Xi$ gives $-\langle n\rangle/(kT\,\Xi)$. Therefore

$$kT\left(\frac{\partial\langle n\rangle}{\partial\mu}\right)_{T,\Omega}=\langle n^2\rangle-\langle n\rangle^2.\tag{15}$$

It remains to replace $\mu$ by the pressure $p$. For a large fluid the Gibbs free energy is $G=\mu N$, so at fixed $T$ we have $dG=\mu\,dN+N\,d\mu$. The general relation at fixed $T$ is $dG=V\,dp+\mu\,dN$. Equating the two gives $N\,d\mu=V\,dp$, or $dp=\rho\,d\mu$.

The isothermal compressibility is $\kappa_T=-(1/V)(\partial V/\partial p)_{T,N}$. With $V=N/\rho$, $dV=-N\,d\rho/\rho^2=-V\,d\rho/\rho$, so that

$$\kappa_T=\frac1\rho\left(\frac{\partial\rho}{\partial p}\right)_T,\qquad \left(\frac{\partial\rho}{\partial\mu}\right)_T=\left(\frac{\partial\rho}{\partial p}\right)_T\left(\frac{\partial p}{\partial\mu}\right)_T=\rho\kappa_T\,\rho=\rho^2\kappa_T.\tag{16}$$

Since $\langle n\rangle=\rho\Omega$, the left side of (15) is $kT\,\Omega\rho^2\kappa_T=\langle n\rangle\rho kT\kappa_T$. Comparison with (13) yields

$$\boxed{\lim_{q\to0}S(q)=\rho kT\kappa_T.}\tag{17}$$

A fluid that resists compression also suppresses its own density fluctuations. For the ideal gas, $p=\rho kT$ gives $\kappa_T=1/p$ and $S(0)=1$, as required for independent atoms.

Near a critical point $\kappa_T$ diverges. Equation (17) then requires $S(0)$ to diverge as well, and the assumption that $r^2|h|$ is integrable fails at the critical point itself. In a glass (17) fails in general for another reason: its frozen density fluctuations need not have the probabilities used in (14) at the temperature of the sample.

The thermodynamic step can be examined in a dense system with a known equation of state: hard rods of unit length on a ring of length $L$. Place one rod anywhere, and distribute the free length $L-n$ among the gaps. The configuration integral for $n$ identical rods is $L(L-n)^{n-1}/n!$. The derivative of its logarithm with respect to $L$ is $p/kT=1/L+(n-1)/(L-n)$, which tends to $\rho/(1-\rho)$ for a long ring. Thus $\rho kT\kappa_T=kT(\partial\rho/\partial p)_T=(1-\rho)^2$. At $\rho=0.5$ this is 0.25. Summing the weights $e^{\mu n/kT}L(L-n)^{n-1}/n!$ over all $n$ for $L=400$, with $\mu/kT=1$, gives a mean density of 0.5000 and a variance-to-mean ratio of 0.2500.

### Hard spheres at low density

For spheres of diameter $\sigma$, let $\phi=\pi\rho\sigma^3/6$ be the fraction of volume filled. No two centres can be closer than $\sigma$. At lowest order in density, $g=0$ inside this distance and $g=1$ outside. Equation (11) gives $S(0)=1-4\pi\rho\sigma^3/3=1-8\phi$.

At the next order, two spheres affect each other through the room they leave for the rest. Each excludes other centres from a ball of radius $\sigma$. When the two balls overlap in a volume $O(r)$, the total excluded volume is smaller by $O(r)$. To this order the other spheres behave as an ideal gas, for which a small volume $v$ is empty with probability $1-\rho v$. The pair is thus favoured by a factor $1+\rho O(r)$, and $g=1+\rho O(r)$ for $r>\sigma$. The overlap consists of two equal caps:

$$O(r)=2\int_{r/2}^{\sigma}\pi(\sigma^2-t^2)\,dt=\frac{4\pi\sigma^3}{3}\left[1-\frac{3r}{4\sigma}+\frac{r^3}{16\sigma^3}\right],\quad r<2\sigma.\tag{18}$$

With $y=r/\sigma$, its contribution to (11) is

$$\frac{16\pi^2}{3}(\rho\sigma^3)^2\int_1^2\left(y^2-\frac{3y^3}{4}+\frac{y^5}{16}\right)dy=\frac{16\pi^2}{3}\,\frac{17}{96}(\rho\sigma^3)^2=34\phi^2,\tag{19}$$

where $\rho\sigma^3=6\phi/\pi$ was used. Hence $S(0)=1-8\phi+34\phi^2+\dots$

The pressure provides a separate route. By scaling all lengths, the configuration integral has the form $Q=V^Nf(\sigma/V^{1/3})$, so

$$\frac{p}{kT}=\frac{\partial\ln Q}{\partial V}=\rho-\frac{\sigma}{3V}\frac{\partial\ln Q}{\partial\sigma}.$$

Enlarging $\sigma$ by $d\sigma$ removes the configurations in which some pair lies between $\sigma$ and $\sigma+d\sigma$. The mean number of such pairs is $(N/2)\,4\pi\sigma^2\rho g(\sigma^+)\,d\sigma$, where $g(\sigma^+)$ is the value just outside contact. Thus $\partial\ln Q/\partial\sigma=-2\pi N\rho\sigma^2g(\sigma^+)$ and

$$\frac{p}{\rho kT}=1+\frac{2\pi}{3}\rho\sigma^3g(\sigma^+)=1+4\phi\,g(\sigma^+).\tag{20}$$

From (18), $g(\sigma^+)=1+5\phi/2$ to first order, so $p/(\rho kT)=1+4\phi+10\phi^2$. Since $\phi$ is proportional to $\rho$, differentiation gives $(1/kT)\,\partial p/\partial\rho=1+8\phi+30\phi^2$. Its reciprocal is $1-8\phi+(64-30)\phi^2$, in agreement with the result from $g$.

### A fluid at finite density

At $\rho\sigma^3=0.3$, or $\phi=0.157$, the two-term expansion gives 0.58, twice the value quoted at the start; higher orders matter. The fluid was therefore simulated with $N=125$ spheres in a periodic cube of side $L=7.469\sigma$, in 100 independent copies. The wavevectors that fit the box have components $2\pi/L$ times integers. For these, except $\mathbf q=0$, the integral $F$ in (5) vanishes over the cube, so (1) can be used without a forward term.

The table compares $S$ computed from the amplitudes in (1) with $S$ from the measured $g$ and (10), after the baseline correction derived below.

| $q\sigma$ | from amplitudes | from $g$ |
|---|---|---|
| 0.841 | 0.307 | 0.305 |
| 1.457 | 0.337 | 0.336 |
| 3.148 | 0.545 | 0.547 |
| 6.834 | 1.108 | 1.109 |

Between $q\sigma=4$ and 9 the largest value from $g$ is 1.17, at $q\sigma=6.02$. Part of this maximum comes from the empty core. With $h=-1$ for $r<\sigma$, the core contributes $-4\pi\rho(\sin q\sigma-q\sigma\cos q\sigma)/q^3$ to (10). This is $+0.10$ at the maximum, because the kernel changes sign within the core. The remaining 0.06 comes from spheres outside it. At $q=0$ the core contributes $-8\phi=-1.26$, and the excess of neighbours just outside contact restores part of the loss.

To reach $q=0$ from the amplitudes, note that $\sin(qr)/(qr)=1-q^2r^2/6+\dots$. When $r^4|h|$ is also integrable, $S$ and $1/S$ both start with a constant and a term in $q^2$. A straight line for $1/S$ against $q^2$, fitted to the three lowest wavevectors, has intercept 3.41. Hence $S(0)=1/3.41=0.293$, with a standard error of 0.005.

For the compressibility we use the Carnahan-Starling equation of state, an accurate approximation for the hard-sphere fluid:

$$\frac{p}{\rho kT}=\frac{1+\phi+\phi^2-\phi^3}{(1-\phi)^3}.\tag{21}$$

It gives 1.967 here. The simulated contact value $g(\sigma^+)=1.531$, inserted in (20), gives $1+0.6283\times1.531=1.962$. Differentiating the pressure from (21) yields $\rho kT\kappa_T=0.295$, which agrees with the extrapolated $S(0)$ within its standard error.

### Why the direct integral gives half the answer

Let $g_N$ be the pair distribution in the closed box. Each sphere has exactly $N-1$ others around it, so

$$\rho\int_V(g_N-1)\,d\mathbf r=(N-1)-N=-1.\tag{22}$$

Put into (11), this would give $S(0)=0$, which is the correct number variance of a closed box but not the limit sought. By (11), the correlations at short range contribute $S(0)-1$ to the left side of (22), to leading order in $1/N$. The missing $-S(0)$ must come from large distances. There, with correlations decayed, it is spread evenly over the volume. A constant shift $c$ with $\rho Vc=-S(0)$ gives

$$g_N(r)\to1-\frac{S(0)}{N}\quad\text{at large }r.\tag{23}$$

The shift is about 0.002 here, but it multiplies a large volume. If the integral stops at a radius $R_c$ beyond the range of $h$, enclosing $v=4\pi R_c^3/3$, then

$$1+\rho\int_{r<R_c}(g_N-1)\,d\mathbf r=S(0)-\rho v\frac{S(0)}{N}=S(0)\left(1-\frac vV\right).\tag{24}$$

With $R_c=3.72\sigma$, $v/V=0.5175$. The direct integral is 0.1383, and (24) gives $S(0)=0.1383/0.4825=0.287$, with a standard error of 0.016. This agrees with the other two values. The numerical check asserts that the extrapolated value lies within 0.03 and the corrected integral within 0.07 of the equation-of-state value, and that the uncorrected integral falls more than 0.10 below it.

To express the result as a compressibility, choose $\sigma=0.3$ nm and $T=300$ K. Then $\rho=0.3/(0.3\ \text{nm})^3=11.11\ \text{nm}^{-3}$ and $\rho kT=0.0460$ GPa. Equation (17) with the extrapolated $S(0)$ gives $\kappa_T=0.293/(0.0460\ \text{GPa})=6.4\ \text{GPa}^{-1}$; the Carnahan-Starling equation gives the same value to this precision.

## Computed values

```
Random points in a ball, N = 200 , qR = 2.0
  <|sum|^2>/N sampled: 85.71, 1+(N-1)F^2: 85.88
Forward-term bound, ball R = 1e+06 sigma, q sigma = 1, rho sigma^3 = 0.3: 1.13e-05
Hard rods, open ring of length 400: density 0.5000
  variance/mean: 0.2500, rho kT kappa_T: 0.2500
Hard spheres, S(0) = 1 + (-8) phi + (34) phi^2 + ...
Simulation: N = 125, copies = 100, snapshots per copy = 20
  rho sigma^3 = 0.3, packing fraction = 0.1571
  box side = 7.469 sigma, cutoff = 3.72 sigma
  accepted moves: 17.6 percent
Pair distribution (r/sigma, g), average over a bin of 0.02 sigma:
  1.01  1.511
  1.25  1.218
  1.51  1.045
  1.75  0.969
  2.01  0.979
  2.51  1.004
  3.01  1.001
q sigma, S from amplitudes, its standard error, S from g:
  0.841  0.3069  0.0040  0.3051
  1.190  0.3184  0.0029  0.3207
  1.457  0.3369  0.0035  0.3357
  3.148  0.5454  0.0025  0.5472
  5.387  1.1122  0.0037  1.1164
  6.834  1.1082  0.0038  1.1091
Main peak of S from g: q sigma = 6.02, S = 1.166
Contact value g(sigma+) = 1.531
p/(rho kT): from contact 1.962, Carnahan-Starling 1.967
S(0) amplitudes, extrapolated: 0.2930 +- 0.0053
S(0) integral of g, baseline 1 (uncorrected): 0.1383
  cutoff sphere / box volume: 0.5175
S(0) integral of g, corrected: 0.2867 +- 0.0160
rho kT kappa_T, Carnahan-Starling: 0.2949
With sigma = 0.3 nm, T = 300 K: rho = 11.11 nm^-3
  kappa_T from S(0) of amplitudes: 6.37 GPa^-1
  kappa_T from Carnahan-Starling: 6.41 GPa^-1
```
